\section*{Comparing polarizability per gram in a low-k film and silica}

\section*{Question}

I am comparing an interlayer dielectric film with silica. The film has relative permittivity $k=2.8$ and density $\rho=1.40~\mathrm{g/cm^3}$; the silica has $k=4.0$ and $\rho=2.20~\mathrm{g/cm^3}$. The exercise says: show that the Clausius--Mossotti polarizability per gram of the film is 18 percent larger.

I reasoned that $k-1$ measures how strongly the material polarizes, so I divided it by the density. That gives $1.8/1.40=1.286~\mathrm{cm^3/g}$ for the film and $3.0/2.20=1.364~\mathrm{cm^3/g}$ for silica. The film comes out about 6 percent \emph{smaller}. Where does the other sign come from? And if the 18 percent is right, does it mean that the bonds in the film are more polarizable than those in silica, although the film was chosen for its low $k$?

\section*{Answer}

Your quotient divides the polarization by the average field in the material. A molecule responds to the field at its own position, which is larger, and by a bigger factor in silica than in the film. Correcting for this reverses the order. What the 18 percent says about bonds is a separate matter, taken up after the calculation.

\subsection*{The field that acts on one molecule}

Let $\mathbf E$ be the macroscopic field, averaged over many molecules. It already includes the field of the charges on the film's faces, so the film's shape needs no further correction. For a linear, isotropic dielectric the dipole moment per volume is
\begin{equation}
\mathbf P=\varepsilon_0(k-1)\mathbf E. \label{P}
\end{equation}
Here $k$ is the static value, with electronic, ionic and any orientational response included.

To find the field at one molecule, draw a sphere of radius $R$ around it, large compared with the molecular spacing and small compared with the film thickness. Matter outside the sphere is far enough away to be treated as continuous. Its field, together with that of the electrodes, is $\mathbf E$ minus the field of a continuous, uniformly polarized ball filling the sphere. The real molecules inside the sphere are then added one by one.

The ball carries surface charge $P\cos\theta$ per area, with $\theta$ measured from $\mathbf P$. A positive charge at angle $\theta$ produces a field at the centre pointing away from it, whose component along $\mathbf P$ has the factor $-\cos\theta$. Hence
\begin{align}
E_{\rm ball}
&=-\frac{1}{4\pi\varepsilon_0}\int_0^\pi
\frac{P\cos^2\theta}{R^2}\,2\pi R^2\sin\theta\,d\theta \nonumber\\
&=-\frac{P}{2\varepsilon_0}\int_{-1}^{1}c^2\,dc
=-\frac{P}{3\varepsilon_0},
\end{align}
where $c=\cos\theta$. Subtracting this field adds $+P/(3\varepsilon_0)$.

Now the molecules inside. A dipole $p$ along $z$, displaced by $(x,y,z)$ from the centre, gives there a $z$ field
\begin{equation}
\frac{p}{4\pi\varepsilon_0}\,\frac{3z^2-r^2}{r^5}. \label{dip}
\end{equation}
On a cubic lattice, the sites at a given distance $r$ satisfy $\sum x^2=\sum y^2=\sum z^2=\tfrac13\sum r^2$, so the sum of $3z^2-r^2$ vanishes. In a glass I assume that it vanishes on average and that fluctuations of the local field may be neglected. This is a mean-field assumption, and not always a mild one: in random packings of point dipoles with polarizabilities like those used here, the fluctuations can raise $k$ noticeably. For dipoles on randomly placed hard spheres filling 45 to 30 percent of space, the polarizability inferred from $k$ comes out roughly 1 to 5 percent too large when the mean-field $k$ is 2.8, and 3 to 11 percent too large when it is 4.0. With this assumption,
\begin{equation}
E_{\rm loc}=E+\frac{P}{3\varepsilon_0}
=E+\frac{k-1}{3}E=\frac{k+2}{3}E. \label{loc}
\end{equation}
The enhancement is $4.8/3=1.6$ in the film and $6.0/3=2.0$ in silica.

\subsection*{From permittivity to polarizability per gram}

Let each unit of matter have mass $m$ and polarizability $\alpha$, so that its dipole moment is $\alpha E_{\rm loc}$. With $N$ units per volume,
\begin{equation}
P=N\alpha E_{\rm loc}=N\alpha\,\frac{k+2}{3}E.
\end{equation}
Equate this to \eqref{P}, cancel $E$, and divide by $\varepsilon_0(k+2)$:
\begin{equation}
x\equiv\frac{k-1}{k+2}=\frac{N\alpha}{3\varepsilon_0}. \label{CM}
\end{equation}
This is the Clausius--Mossotti relation. It is convenient to write $\alpha=4\pi\varepsilon_0\alpha'$, where $\alpha'$ is a volume. Then $x=4\pi N\alpha'/3$. Since $N=\rho/m$, the polarizability per gram is
\begin{equation}
s\equiv\frac{\alpha'}{m}=\frac{3}{4\pi\rho}\,\frac{k-1}{k+2}. \label{s}
\end{equation}
The mass $m$ has dropped out, so you need not decide what counts as a ``molecule'' of the film.

\subsection*{The numbers}

For the two materials,
\begin{align}
x_{\rm film}&=\frac{1.8}{4.8}=0.375, &
\frac{x_{\rm film}}{\rho_{\rm film}}&=\frac{0.375}{1.40}=0.2679~\mathrm{cm^3/g},\\
x_{\rm sil}&=\frac{3.0}{6.0}=0.500, &
\frac{x_{\rm sil}}{\rho_{\rm sil}}&=\frac{0.500}{2.20}=0.2273~\mathrm{cm^3/g}.
\end{align}
Multiplication by $3/(4\pi)$ gives $s_{\rm film}=0.0639$ and $s_{\rm sil}=0.0543~\mathrm{cm^3/g}$. In SI units, after multiplication by $4\pi\varepsilon_0$, these are $7.11\times10^{-15}$ and $6.04\times10^{-15}~\mathrm{C\,m^2\,V^{-1}\,kg^{-1}}$. The common factor cancels in the ratio:
\begin{equation}
\frac{s_{\rm film}}{s_{\rm sil}}=\frac{0.2679}{0.2273}=1.179.
\end{equation}
The film's value is 18 percent larger, as the exercise states.

To see what happened to your quotient, solve \eqref{CM} for $k$. From $x(k+2)=k-1$ we get $k(1-x)=1+2x$, so
\begin{equation}
k=\frac{1+2x}{1-x},\qquad
k-1=\frac{3x}{1-x}. \label{inv}
\end{equation}
Since $3x=4\pi\rho s$,
\begin{equation}
\frac{k-1}{\rho}=\frac{4\pi s}{1-x}.
\end{equation}
The factor $1/(1-x)$ equals $(k+2)/3$, the local-field enhancement. Your ratio is therefore $1.179\times1.6/2.0=0.943$, which is your 6 percent deficit. In a dilute material $x\ll1$, the enhancement tends to one and your measure tends to $4\pi s$, so it then ranks materials as $s$ does, unless their values of $s$ are so close that the small remaining enhancements decide the order. Neither material here is in that limit.

\subsection*{Why the film still has the lower $k$}

Imagine silica's polarizability per gram held fixed while its density is lowered to $1.40~\mathrm{g/cm^3}$. By \eqref{s}, $x$ is then proportional to $\rho$:
\begin{equation}
x=0.500\times\frac{1.40}{2.20}=0.318,\qquad
k=\frac{1+0.636}{1-0.318}=2.40. \label{dil}
\end{equation}
Within this model, density alone would take $k$ from 4.0 to 2.4. The larger $s$ then raises it, at fixed density, from 2.4 to 2.8. So a low $k$ and a large polarizability per gram are compatible: the film has fewer grams in each cubic centimetre.

The same formula shows where the model must not be pushed. At fixed $s$, $k$ diverges as $x\to1$, which for silica would occur at twice its density, $4.4~\mathrm{g/cm^3}$. The assumption of point dipoles with unchanged polarizability cannot be trusted there, and it fails well before. At the density of quartz, $2.65~\mathrm{g/cm^3}$, fixed $s$ predicts $k=5.5$, whereas quartz has $k$ of about 4.5 to 4.6. Its apparent $s$ is about 10 percent below that of the silica used here, although both are built from Si--O bonds. The value 2.4 above is therefore a model figure, not a prediction for porous silica.

\subsection*{Does the 18 percent prove that the bonds differ?}

It does not. Equation \eqref{s} turns a measured $k$ and $\rho$ into an \emph{apparent} polarizability. This is a property of the matter if the local field is \eqref{loc} throughout. Four effects deserve a size.

\paragraph{Errors in the inputs.} Differentiating $\ln x=\ln(k-1)-\ln(k+2)$ gives
\begin{equation}
\frac{d\ln x}{dk}=\frac1{k-1}-\frac1{k+2}
=\frac{3}{(k-1)(k+2)},
\end{equation}
which is 0.347 for the film. An assumed error of 0.1 in its $k$ changes $s$ by about 3.5 percent. An assumed error of $0.05~\mathrm{g/cm^3}$ in its density changes $s$ by about $0.05/1.40=3.6$ percent, in the opposite direction. With silica's values held fixed, the worst combinations in \eqref{s} are $(k,\rho)=(2.7,1.45)$ and $(2.9,1.35)$. They give excesses of 10 and 26 percent. The sign survives these errors, but the size of the excess is then known only to lie between about 10 and 26 percent.

\paragraph{The shape of the pores.} Suppose the film were unchanged silica with empty pores. Its porosity would be $1-1.40/2.20=0.364$. What would $k$ be?

Take a sphere of permittivity $k_c$ and radius $a$, coated by a shell of permittivity $k_h$ out to radius $b$, and let $f=a^3/b^3$ be the core's volume fraction. Embed it in a medium of permittivity $k$ carrying a uniform field $E$, and choose $k$ so that the field outside is undisturbed. The potentials are $-Ar\cos\theta$ in the core, $-(Br+C/r^2)\cos\theta$ in the shell and $-Er\cos\theta$ outside. Write $q=C/a^3$. Continuity of the potential and of the normal displacement at $r=a$ requires
\begin{equation}
A=B+q,\qquad k_cA=k_h(B-2q).
\end{equation}
Eliminating $A$ gives $(k_c+2k_h)q=-(k_c-k_h)B$, or
\begin{equation}
q=-\beta B,\qquad \beta=\frac{k_c-k_h}{k_c+2k_h}.
\end{equation}
At $r=b$ we have $C/b^3=fq$, so the same two conditions read
\begin{equation}
E=B(1-f\beta),\qquad kE=k_hB(1+2f\beta).
\end{equation}
Their quotient is
\begin{equation}
k=k_h\,\frac{1+2f\beta}{1-f\beta}. \label{coat}
\end{equation}
Because the outside field is undisturbed, further coated spheres of any size with the same $f$ can be inserted until they fill the space. Equation \eqref{coat} is then the permittivity of the composite.

For closed voids in silica, $k_c=1$, $k_h=4$ and $f=0.364$. Then $\beta=-3/9=-0.333$, $f\beta=-0.121$, and
\begin{equation}
k=4.0\times\frac{1-0.242}{1+0.121}=2.70.
\end{equation}
Now analyse this material as if you did not know its structure. Equation \eqref{s} gives $x/\rho=(1.703/4.703)/1.40=0.2586~\mathrm{cm^3/g}$, which is 14 percent above silica. No bond has changed.

Reverse the roles, with silica grains coated by empty space: $k_c=4$, $k_h=1$, $f=0.636$. Then $\beta=3/6=0.500$, $f\beta=0.318$, and \eqref{coat} becomes the dilution result \eqref{dil}, $k=2.40$, with no apparent excess.

The two structures contain the same silica at the same density. They differ in the mean field $E_s$ inside it. All polarization resides in the silica, whose volume fraction is 0.636, so
\begin{equation}
\varepsilon_0(k-1)E=0.636\,\varepsilon_0(4.0-1)E_s,
\qquad \frac{E_s}{E}=\frac{k-1}{1.91}.
\end{equation}
This ratio is 0.89 for a connected silica matrix and 0.73 for separate grains. The field penetrates the connected solid better, and \eqref{s} misreads the difference as extra polarizability.

\paragraph{Water.} A molecule with permanent dipole $\mu$ that can turn freely adds an orientational part. In a local field $F$ its energy is $-\mu Fc$, where $c=\cos\theta$. Put $u=\mu F/(k_BT)$. For $u\ll1$ the Boltzmann factor is $1+uc$, and
\begin{equation}
\langle\mu c\rangle=\mu\,
\frac{\int_{-1}^{1}c(1+uc)\,dc}{\int_{-1}^{1}(1+uc)\,dc}
=\mu\,\frac{2u/3}{2}=\frac{\mu^2F}{3k_BT}.
\end{equation}
The orientational polarizability is therefore $\mu^2/(3k_BT)$. With a rough dipole of 1.9 D at 300 K, division by $4\pi\varepsilon_0$ gives $29.1~\text{\AA}^3$. Add a rough electronic part of $1.5~\text{\AA}^3$. One gram contains $N_A/18$ molecules, so $s_w=1.02~\mathrm{cm^3/g}$, about 19 times silica's value.

Let a mass fraction $w$ of the film be such water and let the rest have silica's $s$, with \eqref{loc} valid for both. Then $s_{\rm film}=(1-w)s_{\rm sil}+ws_w$, and
\begin{equation}
w=\frac{s_{\rm film}-s_{\rm sil}}{s_w-s_{\rm sil}}
=\frac{0.0639-0.0543}{1.02-0.054}\approx0.010.
\end{equation}
In this estimate, about one percent of freely turning water by mass would account for the whole excess. If the water molecule's electronic response is weaker than that of an equal volume of its surroundings, \eqref{loc} overstates the field that turns its permanent dipole. Simple cavity models for this case raise the required amount to roughly 1.2 to 1.5 percent, which is still small. These figures are for isolated molecules. Water condensed as liquid droplets in pores, with $k\approx80$, is far less effective per gram, and about 4 to 5 percent by mass would be needed. Water held so that it cannot turn lacks the large term. Its electronic part alone is about $0.05~\mathrm{cm^3/g}$, but hindered rocking and vibration add to this: ice, with $k\approx3.2$ above its relaxation frequency, has $s\approx0.11~\mathrm{cm^3/g}$, about twice silica's value and a tenth of the free-rotation value. The estimate is thus a warning to dry the film before measuring, and not a claim about what your film contains.

\paragraph{Packing that is not isotropic.} The near dipoles cancelled because of symmetry. To see how much depends on this, I computed a film of point dipoles on 31 square layers between capacitor plates. The fields of the dipoles were summed over the lattice, the linear equations for the layer dipoles were solved, and $k$ was read from the middle layer. With $s=s_{\rm film}$, $\rho=1.40~\mathrm{g/cm^3}$ and equal spacings, this gives $k=2.80$, although the factor $1/3$ was never put into the lattice sums. If the layer spacing is made 5 percent larger than the in-plane spacing, with density and $s$ held fixed, $k$ normal to the film falls to 2.66.

The nearest neighbours show the direction of the change. By \eqref{dip}, a dipole above or below helps the field with weight $+2/r^3$, while one at the side opposes it with weight $-1/r^3$. The stretch moves the helpers away and, at fixed density, brings the opponents closer. Equation \eqref{s} applied to the lower $k$ would give $x=1.655/4.655=0.356$ instead of 0.375, and so an $s$ that is 5 percent too small.

\subsection*{Beside real films}

The given numbers are in the range of dense organosilicate films, for which $k$ is roughly 2.7 to 3.0, and of silica, with $k$ near 4 and density near $2.2~\mathrm{g/cm^3}$. Organosilicate films contain Si--O bonds together with carbon and hydrogen, often as methyl groups, so a gram of film is not a gram of silica. A real difference in $s$ is possible for that reason. Real films can also break the assumption of a uniform local field, because they may contain pores. The effect depends on how the pores are arranged: in the models above, closed spherical voids in unchanged silica produce 14 of the 18 percent, while separate coated grains produce none. These two structures are the extremes for an isotropic mixture of silica and empty space (the Hashin--Shtrikman bounds), so isotropic pores alone cannot supply the full 18 percent. Pores aligned with the field can: then $E_s=E$, $k=1+0.636\times3.0=2.91$, and the apparent excess is 22 percent.

To separate the causes you need more than $k$ and $\rho$: the composition, the pore structure and the water content. From $k$ and $\rho$ alone, the justified statement is that the film's \emph{apparent} Clausius--Mossotti polarizability per gram is 18 percent larger than silica's, and that its lower permittivity goes with its lower density.
